# Interference of mass and force-constant scattering of phonons at point defects, part 1

(Sections cited here and not found follow in the second part.)

## Amplitudes and the total rate

An impurity atom in a crystal usually differs from the atom it replaces both in mass and in the stiffness of its bonds. Each difference scatters long-wave phonons with a strength proportional to the square of the frequency, so it is tempting to add the two strengths into one number and square it. For an atom with 160 % excess mass and bonds softened by 10 %, treated below, this gives a rate 26 % too high if the strengths are added as for forward scattering, and 24 % too low if they are added as for backward scattering. If the bond changes are confined to the neighbourhood of the atom, the correct total contains no product of the two at leading order; the long-range strain of a misfitting atom lies outside this rule. Dropping the product everywhere is also wrong, because it survives in the resistance to heat flow. One must know where it cancels, and why.

### The defect equation

Take a harmonic crystal of \(N\) cells with one atom of mass \(M\) per cell, cell volume \(\Omega_0\), and force constants \(\Phi_{ij}(\mathbf R,\mathbf R')\). A defect at the origin changes the mass there by \(\Delta M\) and the force constants within a finite range by \(\Delta\Phi\). With time dependence \(e^{-i\omega t}\) the displacements obey

\[
(\Phi+\Delta\Phi)u=\omega^2(M+\Delta M\,P_0)u ,\tag{1}
\]

where \(P_0\) projects on the site at the origin. Moving the changes to one side gives

\[
(\omega^2M-\Phi)u=Vu,\qquad V=\Delta\Phi-\omega^2\Delta M\,P_0 .\tag{2}
\]

The normal modes of the perfect crystal are \(u_i(\mathbf R)=e_i\,e^{i\mathbf k\cdot\mathbf R}/\sqrt N\), with branch \(s\), unit polarization \(\mathbf e\) and frequency \(\omega_{\mathbf ks}\). Between two of them the matrix element of \(V\) is \(W/N\), where

\[
W=-\omega^2\Delta M\,\mathbf e'\!\cdot\mathbf e+F,\quad
F=\sum_{\mathbf R\mathbf R'}e'_i\,e^{-i\mathbf k'\cdot\mathbf R}\,\Delta\Phi_{ij}(\mathbf R,\mathbf R')\,e^{i\mathbf k\cdot\mathbf R'}e_j .\tag{3}
\]

Repeated Cartesian indices are summed. Primes on \(\mathbf k\) and \(\mathbf e\) mark the final state. The polarizations can be taken real: in a lattice with one atom per cell, \(\mathbf R\) and \(-\mathbf R\) are equivalent, so the dynamical matrix \(M^{-1}\sum_{\mathbf R}\Phi_{ij}(\mathbf R,0)\cos\mathbf k\cdot\mathbf R\) is real, symmetric and even in \(\mathbf k\). Hence

\[
\omega_{-\mathbf k s}=\omega_{\mathbf ks},\qquad \mathbf e(-\mathbf k s)=\mathbf e(\mathbf ks).\tag{4}
\]

### From the equation to a rate

Expand \(u\) in the modes, with amplitude \(a_q\) for mode \(q=(\mathbf k',s')\), and write \(V_{qp}\) for the matrix elements. Equation (2) becomes

\[
M(\omega^2-\omega_q^2)\,a_q=\sum_pV_{qp}\,a_p .\tag{5}
\]

Let mode \(k\) be the one excited. To first order in \(V\) the others follow it,

\[
a_q=\frac{V_{qk}\,a_k}{M(\omega^2-\omega_q^2+i0)},\tag{6}
\]

where \(+i0\) selects outgoing waves. Inserting (6) into the equation for \(a_k\) and dividing by \(Ma_k\),

\[
\omega^2-\omega_k^2=\frac{V_{kk}}M+\sum_{q\ne k}\frac{|V_{qk}/M|^2}{\omega^2-\omega_q^2+i0}.\tag{7}
\]

The first term only shifts the frequency, apart from a correction to the decay of relative order \(c\), the site fraction of defects. In the second, the imaginary part of \(1/(x+i0)\) is \(-\pi\delta(x)\). If the energy of the mode decays as \(e^{-\Gamma t}\), its amplitude decays as \(e^{-\Gamma t/2}\), so \(\omega\) on the left is replaced by \(\omega-i\Gamma/2\), and \(\omega^2\) acquires the imaginary part \(-\omega\Gamma\) for \(\Gamma\ll\omega\). Therefore

\[
\Gamma=\frac{\pi}{\omega}\sum_{q\ne k}\left|\frac{V_{qk}}M\right|^2\delta(\omega^2-\omega_q^2).\tag{8}
\]

For \(cN\) defects at uncorrelated positions \(\mathbf R_n\), the matrix element is \((W/N)\sum_n e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_n}\). For \(\mathbf k'\ne\mathbf k\) the squared sum of phases averages to \(cN\) at low \(c\), so that

\[
\Gamma=c\,\frac{\pi}{\omega}\,\frac1N\sum_{\mathbf k's'}\left|\frac WM\right|^2\delta(\omega^2-\omega_{\mathbf k's'}^2).\tag{9}
\]

This is the total Born rate: it counts every departure from the incoming mode equally, whatever the angle.

### The force-constant amplitude at long wavelength

Moving the whole crystal rigidly creates no force, with or without the defect. Hence \(\sum_{\mathbf R'}\Delta\Phi_{ij}(\mathbf R,\mathbf R')=0\). Because force constants derive from an energy, \(\Delta\Phi_{ij}(\mathbf R,\mathbf R')=\Delta\Phi_{ji}(\mathbf R',\mathbf R)\), and the sum over \(\mathbf R\) vanishes too. One may then subtract 1 from each exponential in (3), since the added terms all contain one of these vanishing sums:

\[
F=\sum_{\mathbf R\mathbf R'}e'_i\,(e^{-i\mathbf k'\cdot\mathbf R}-1)\,\Delta\Phi_{ij}(\mathbf R,\mathbf R')\,(e^{i\mathbf k\cdot\mathbf R'}-1)\,e_j .\tag{10}
\]

When the wavelength is long compared with the range of \(\Delta\Phi\), the leading factors are \((-i\mathbf k'\cdot\mathbf R)(i\mathbf k\cdot\mathbf R')=(\mathbf k'\cdot\mathbf R)(\mathbf k\cdot\mathbf R')\), and

\[
W\simeq-\omega^2\Delta M\,\mathbf e'\!\cdot\mathbf e+k'_mk_n\,e'_ie_j\,D_{im,jn},\quad
D_{im,jn}=\sum_{\mathbf R\mathbf R'}R_m\,\Delta\Phi_{ij}(\mathbf R,\mathbf R')\,R'_n .\tag{11}
\]

A mass defect responds to the local acceleration, a spring defect to the local displacement gradient, which for real interatomic forces means the strain. Both parts are of order \(\omega^2\), since \(\omega\) is proportional to \(k\) for acoustic waves, and both are real. They therefore interfere in \(|W|^2\) at a given angle.

### Why the cross term cancels

The cross term in \(|W|^2\) is twice the product of the two parts of (11). Compare the final states \(\mathbf k'\) and \(-\mathbf k'\) of one branch. By (4) they have the same frequency, the same polarization and, since the frequency surface is symmetric, the same weight in (9). The mass part is unchanged between them and the force part changes sign. Their cross terms cancel, so at order \(\omega^4\)

\[
\Gamma=\Gamma_{\rm mass}+\Gamma_{\rm force}.\tag{12}
\]

No isotropy of the crystal was used, and no symmetry of the defect, but the step from (10) to (11) needs \(\Delta\Phi\) to have a finite range, short compared with the wavelength. Inversion symmetry enters in the next order. The cubic terms of (10) contain one factor expanded to first order, which is imaginary, and one to second order, which is real. They are thus imaginary and do not interfere with the real mass amplitude. If the defect has inversion symmetry about the origin, they are absent altogether. Among the quartic terms, those of first or third order in \(\mathbf k'\) are odd and cancel as before, but

\[
\tfrac14(\mathbf k'\cdot\mathbf R)^2(\mathbf k\cdot\mathbf R')^2\tag{13}
\]

is even and survives. For both kinds of defect the cancellation therefore leaves a remainder of relative order \((ka)^2\), with \(a\) the lattice spacing.

A numerical case shows the sizes. The host is an anisotropic cubic lattice with nearest and next-nearest springs, and the defect consists of three springs with random stiffness matrices, together with their mirror images under inversion through the origin. Let the net cross term be the sum of (mass part)×(force part) over the final states, divided by the square root of the product of the two summed squares. If the absolute value of each product is summed instead, the result at \(ka=0.10\) is 0.82, so the interference at single angles is strong. The net value is \(-2.39\times10^{-3}\), and at \(ka=0.05\) it is \(-5.97\times10^{-4}\), smaller by the factor 4 that a quadratic remainder requires. Without the mirror images the values are \(-2.38\times10^{-3}\) and \(-5.96\times10^{-4}\). The near equality has a simple reason: a mirrored spring contributes the complex conjugate amplitude, so adding the mirror images doubles the real part of \(F\), and that factor drops out of the normalized quantity.

A spring that ties the atom to a fixed external frame breaks the sum rule behind (10). Its amplitude is of zero order in both wave vectors and even in \(\mathbf k'\), and the net cross term at \(ka=0.10\) is \(-0.98\). The cancellation thus rests on translation invariance, on (4) and on the finite range of \(\Delta\Phi\).

### A closed model

Consider a simple cubic lattice in which each atom is tied to its six neighbours by springs of the same stiffness \(K\) for stretching and for sideways motion. The three displacement components then decouple and have the same frequency,

\[
M\omega^2=2K\sum_{i=1}^3(1-\cos k_ia)\simeq Ka^2k^2,\qquad v=a\sqrt{K/M},\tag{14}
\]

with \(v\) the sound speed. Let the defect change all six of its springs by \(\Delta K\), and define \(m=\Delta M/M\) and \(f=\Delta K/K\). A spring along \(\boldsymbol\delta\) has the energy \(\tfrac12\Delta K|u_{\boldsymbol\delta}-u_0|^2\), so

\[
F=\Delta K\sum_{\boldsymbol\delta}(e^{-i\mathbf k'\cdot\boldsymbol\delta}-1)(e^{i\mathbf k\cdot\boldsymbol\delta}-1).\tag{15}
\]

The two neighbours on axis \(i\) give complex conjugate terms, whose sum is twice the real part:

\[
F=2\Delta K\sum_i\big[(1-\cos k'_ia)(1-\cos k_ia)+\sin k'_ia\,\sin k_ia\big].\tag{16}
\]

At long wavelength the sine term dominates and gives \(2\Delta K\,a^2\,\mathbf k'\cdot\mathbf k=2\Delta K\,a^2k^2\cos\theta\), with \(\theta\) the scattering angle. Using \(Ka^2k^2=M\omega^2\) from (14),

\[
\frac{W}{M\omega^2}=-m+2f\cos\theta .\tag{17}
\]

The density of final states for the one displacement component that couples is

\[
\frac1N\sum_{\mathbf k'}\delta(\omega^2-v^2k'^2)
=\frac{\Omega_0}{(2\pi)^3}\,\frac{4\pi k^2}{2v^2k}=\frac{\Omega_0\,\omega}{4\pi^2v^3},\tag{18}
\]

where \(k=\omega/v\) was used in the last step. The averages of \(\cos\theta\) and \(\cos^2\theta\) over the sphere are 0 and \(1/3\), so (9) becomes

\[
\Gamma=\frac{c\,\Omega_0\,\omega^4}{4\pi v^3}\,B,\qquad B=m^2+\frac{4f^2}3 .\tag{19}
\]

The sign of \(f\) cannot be read from this leading-order Born rate.

The remainder can be found in closed form. In (16) the sine term is odd in \(\mathbf k'\) and drops out of the cross term. In the other term, cubic symmetry makes the average of \(1-\cos k'_ia\) over the frequency surface equal for the three axes, and (14) fixes it at \(M\omega^2/6K\). The same relation gives \(\sum_i(1-\cos k_ia)=M\omega^2/2K\) for the incoming wave. The averaged cross term in \(|W|^2\) is therefore

\[
2(-\omega^2\Delta M)(2\Delta K)\,\frac{M\omega^2}{2K}\,\frac{M\omega^2}{6K}
=-\frac{\omega^2\Delta M\,\Delta K}{3}\left(\frac{M\omega^2}{K}\right)^2 .\tag{20}
\]

Dividing by \((M\omega^2)^2\) gives the contribution to the bracket \(B\),

\[
\delta B=-\frac{mf}3\,x^2,\qquad x=\frac{\omega a}{v}=\omega\sqrt{M/K}.\tag{21}
\]

No long-wave expansion was made in this average, and the direction of the incoming wave does not matter. To obtain the rate at finite wavelength, the prefactor in (19) must be formed with the exact density of final states in place of (18); this was done in the following comparison. For \(m=0.3\) and \(f=0.4\), at \(x=0.3\), 0.5 and 1.5 and for incidence along a cube edge and a body diagonal, (21) agreed to one part in \(10^4\) with the second-order decay computed from the lattice Green function.

## Heat flow, higher orders and a worked example

A defect with relative mass change \(m\) and relative spring change \(f\), in the cubic model with sound speed \(v\) and cell volume \(\Omega_0\), has the long-wave amplitude \(W/(M\omega^2)=-m+2f\cos\theta\) of (17). At site fraction \(c\) the total rate (19) is the prefactor \(c\,\Omega_0\omega^4/4\pi v^3\) times \(B=m^2+4f^2/3\). The lattice adds the small cross term (21), with \(x=\omega a/v\).

### The transport rate keeps the interference

Let a weak temperature gradient along \(z\) disturb the phonon occupation at one frequency by \(g(\mathbf n)\), where \(\mathbf n\) is the direction of travel. Scattering is elastic, so the net flow between two directions is proportional to \(n(1+n')-n'(1+n)=n-n'\), the difference of the occupations. The steady state obeys

\[
v\,n_z\,\frac{\partial n_0}{\partial z}=-\big\langle\gamma(\theta)\,[g(\mathbf n)-g(\mathbf n')]\big\rangle_{\mathbf n'},\tag{22}
\]

where \(n_0\) is the equilibrium occupation, \(\gamma(\theta)\) is the prefactor of (19) times \((-m+2f\cos\theta)^2\), and the average runs over all final directions. Try \(g=-A\,n_z\). For fixed \(\theta\), the average of \(n'_z\) around the axis \(\mathbf n\) is \(n_z\cos\theta\), because the part of \(\mathbf n'\) perpendicular to \(\mathbf n\) averages to zero. The right side becomes \(A\,n_z\langle\gamma(1-\cos\theta)\rangle\), so the trial form solves (22) with \(A=v\,(\partial n_0/\partial z)/\Gamma_{\rm tr}\) and

\[
\Gamma_{\rm tr}=\langle\gamma(\theta)(1-\cos\theta)\rangle .\tag{23}
\]

Expand the square, \(m^2-4mf\cos\theta+4f^2\cos^2\theta\), and multiply by \(1-\cos\theta\). Odd powers of the cosine average to zero. The cross term now meets a second cosine and contributes \(+4mf\langle\cos^2\theta\rangle\), so the bracket is

\[
B_{\rm tr}=m^2+\frac{4f^2}3+\frac{4mf}3 .\tag{24}
\]

The factor \(1-\cos\theta\) is not even under \(\mathbf k'\to-\mathbf k'\), and this undoes the pairing behind (12).

If \(m\) and \(f\) have opposite signs, as for a heavy, softly bound atom, the two parts of (17) add in the forward direction. More of the scattering is then through small angles, and the atom resists heat less than its total rate suggests. If the signs are equal, as for a heavy, stiffly bound atom, backward scattering is favoured and the resistance is larger. The relative size of the effect is

\[
\frac{B_{\rm tr}-B}{B}=\frac{4mf/3}{m^2+4f^2/3}.\tag{25}
\]

For given \(|f|\) its magnitude is greatest when the two terms of the denominator are equal, \(|m|=2|f|/\sqrt3\), where it is \(1/\sqrt3\approx0.58\). It vanishes if either change is absent. When \(|f|\ll|m|\) it tends to \(4f/3m\), which is of first order in \(f\), whereas the spring term in the total rate is of second order.

In the Born approximation, mass and finite-range spring changes add without a cross term in the total rate at leading order, but their interference survives in the transport rate that governs heat flow. What remains is to see how this holds for strong defects, how large the effect is in a worked example, and what the model leaves out.
